# Shift-and-invert Krylov stepping for electromigration stress in branched lines

A copper tree with five branches carries currents that jump at 0, 20 and 30 h. With 16 equal implicit Euler steps between jumps, the largest stress error at any step is 13.7 MPa. Four times as many steps reduce it to 6.9 MPa, and 256 steps to 3.5 MPa. The error at the ends of the intervals behaves differently: it falls from 4.8 to 1.2 to 0.31 MPa. A first-order method thus looks like a half-order one just after a jump. A Krylov evaluation of the matrix exponential with the same 16 linear solves per interval has a largest error of 0.004 MPa at the same 16 times.

These errors are maxima over all mesh nodes, relative to full diagonalization on the same mesh of spacing 0.25 µm. They measure time stepping alone. Both methods restart at every jump.

## Stress equation and junction balance

Let $\sigma$ be the hydrostatic stress, positive in tension, and let $x$ and the current density $j$ be measured along a branch. Tension lowers the chemical potential of an atom by $\Omega\sigma$, where $\Omega$ is the atomic volume. With diffusivity $D$ and atom density $1/\Omega$, the atom flux is

$$J=\frac{D}{\Omega kT}\left(\Omega\,\partial_x\sigma+F\right),\qquad F=-e|Z|\rho j .$$

The electron wind $F$ pushes atoms against the conventional current; $|Z|$ is the effective charge number and $\rho$ the resistivity. A loss of atoms raises the tension, $d\sigma=-B\Omega\,dc$, with $B$ the effective modulus and $c$ the atom density. Since $\partial_t c=-\partial_xJ$,

$$\partial_t\sigma=B\Omega\,\partial_xJ=\partial_x\left[\kappa(\partial_x\sigma+G)\right],\qquad \kappa=\frac{BD\Omega}{kT},\quad G=-\frac{e|Z|\rho j}{\Omega}.$$

The model holds before a void forms, at constant temperature, with $D$ independent of stress. The initial stress is set to zero; a uniform initial stress would simply add, because it drives no flux.

At a junction $\sigma$ is continuous. With $x$ measured outward along each branch of cross-section $A_b$, atom conservation requires

$$\sum_b A_b\kappa_b(\partial_x\sigma_b+G_b)=0,$$

because $J=\kappa(\partial_x\sigma+G)/(B\Omega)$ and $B\Omega$ is common to all branches. A terminal that blocks atoms but passes electrons is the case of one branch.

## Finite volumes on the tree

Divide each branch into cells of length $d$. For an edge from node $i$ to node $k$, define

$$Q=A\kappa\left(\frac{\sigma_k-\sigma_i}{d}+G\right).$$

Each node's volume $V_i$ is the sum of the adjoining half-cells, so a junction has $V_J=\sum_bA_bd/2$. Then $V_i\dot\sigma_i$ equals the outgoing $Q$ minus the incoming $Q$. Let row $e$ of the matrix $C$ hold $-1$ at the edge's first node and $+1$ at its last. In matrix form

$$V\dot\sigma=-C^TQ=-K\sigma+f,\qquad K=C^TWC,\quad f=-C^T(A\kappa G),$$

where $W$ is diagonal with entries $A\kappa/d$. Since $C\mathbf 1=0$, summing the rows gives $\mathbf 1^TV\dot\sigma=0$: no atoms are created or lost.

The junction row contains a storage term $V_J\dot\sigma_J$, so the continuum flux balance must emerge as $d\to0$. Number the nodes 0, 1, 2 outward from the junction in one branch. The one-sided slope is

$$s=\frac{-3\sigma_0+4\sigma_1-\sigma_2}{2d}
=\frac{\sigma_1-\sigma_0}{d}-\frac{\sigma_2-2\sigma_1+\sigma_0}{2d}.$$

At the interior node 1, $\dot\sigma_1=\kappa(\sigma_2-2\sigma_1+\sigma_0)/d^2$, so the last term is $-d\,\dot\sigma_1/(2\kappa)$. Multiplying by $A\kappa$ and summing over branches gives

$$\sum_bA_b\kappa_b(s_b+G_b)=\frac d2\sum_bA_b(\dot\sigma_J-\dot\sigma_{1,b})
\simeq-\frac{d^2}{2}\sum_bA_b\,\partial_x\dot\sigma_b .$$

The imbalance is of second order wherever $\dot\sigma$ is smooth. At 20 h in the example, relative to the largest flux at the junction, it is $1.05\times10^{-4}$ for $d=0.5$ µm and $2.65\times10^{-5}$ for $d=0.25$ µm, a ratio close to 4.

## One interval of constant current

Set $y=V^{1/2}\sigma$ and $H=V^{-1/2}KV^{-1/2}$, which is symmetric with no negative eigenvalue. Then $\dot y=-Hy+V^{-1/2}f$. Let $y_0$ be the state at the jump and $r=V^{-1/2}f-Hy_0$ the rate just after it. The change $u=y-y_0$ obeys $\dot u=-Hu+r$ with $u(0)=0$, so

$$y(t)=y_0+\int_0^te^{-(t-s)H}r\,ds=y_0+t\,\varphi_1(-tH)\,r,\qquad \varphi_1(z)=\frac{e^z-1}{z}.$$

For an eigenvalue $\lambda$ the factor is $(1-e^{-\lambda t})/\lambda$, which tends to $t$ as $\lambda\to0$. The singular matrix $H$ therefore causes no difficulty. At a jump $\sigma$ is continuous while $r$ changes, so a new Krylov space is needed.

**Why the inverse is used.** Lanczos iteration on $H$ builds polynomials in $H$. In $V^{-1}K$, which has the same eigenvalues, each diagonal entry is at most $2\kappa_{\max}/d^2$, and the other entries of its row sum to the same magnitude. Hence $\lambda\le4\kappa_{\max}/d^2$. Polynomial interpolation of degree $m$ at Chebyshev points resolves a width of order $\lambda_{\max}/m^2$ near $\lambda=0$, whereas the wanted function varies on the scale $1/t$. This suggests $m\sim\sqrt{t\lambda_{\max}}\propto1/d$. For 0.1 MPa accuracy at 20 h, a scan in tens gave $m=170$ at $d=0.5$ µm and 340 at $d=0.25$ µm.

Use instead $X=(1+\gamma H)^{-1}$, whose eigenvalues $\theta$ lie in $(0,1]$ for every mesh. Since $H=(X^{-1}-1)/\gamma$, the required function of $X$ is

$$\Phi_t(\theta)=t\,\varphi_1\!\left[-\frac t\gamma\left(\frac1\theta-1\right)\right].$$

Lanczos iteration on $X$ started from $r$ yields orthonormal columns $U$ and a tridiagonal matrix $T=U^TXU$. The approximation is

$$y(t)\approx y_0+|r|\,U\,\Phi_t(T)\,e_1 .$$

Here $\gamma=\tau/10$, where $\tau$ is the interval length. The same accuracy goal needs $m=7$ on both meshes.

**Error bound.** The Lanczos relation is $XU=UT+\beta u_{m+1}e_m^T$. Because $T$ is tridiagonal, $e_m^TT^ke_1=0$ for $k<m-1$. Induction then gives $X^kr=|r|UT^ke_1$ for $k\le m-1$, so every polynomial $p$ of degree at most $m-1$ is reproduced. Subtracting it from both sides leaves

$$\Phi_t(X)r-|r|U\Phi_t(T)e_1=(\Phi_t-p)(X)r-|r|U(\Phi_t-p)(T)e_1 .$$

Both spectra lie in $(0,1]$, so the error norm is at most $2|r|\max_{[0,1]}|\Phi_t-p|$. Any $p$ gives a valid bound, and Chebyshev interpolation supplies a convenient one before any solve. For $m=8$ at 20 h, sampling the maximum on a fine grid gives a bound of 0.31 MPa in volume-weighted rms stress; the actual error is 0.013 MPa. The maximum is independent of the mesh, but after a jump $|r|$ grows as $d^{-1/2}$, because a finite source enters a node volume proportional to $d$. The bound inherits this weak growth.

**Atom conservation.** The vector $q=V^{1/2}\mathbf 1$ satisfies $Hq=0$, hence $Xq=q$. Also $q^Tr=\mathbf 1^T(-K\sigma+f)=0$. Therefore $q^TX^kr=q^Tr=0$, and the whole Krylov space is orthogonal to $q$. Truncation at any $m$ leaves $\mathbf 1^TV\sigma$ unchanged apart from rounding. Implicit Euler conserves it too, since $(1+hH)q=q$; conservation does not separate the two methods.

## What a jump does

Shortly after switching on, each branch at a node acts as semi-infinite. In Laplace space, with variable $s$, the decaying solution is $\hat\sigma_b=\hat\sigma_0e^{-x\sqrt{s/\kappa_b}}$. The node balance reads

$$\sum_bA_b\kappa_b\left(-\sqrt{\frac{s}{\kappa_b}}\,\hat\sigma_0+\frac{G_b}{s}\right)=0 .$$

Solving for $\hat\sigma_0$ and using the inverse transform $s^{-3/2}\to2\sqrt{t/\pi}$,

$$\sigma_0(t)=2\sqrt{\frac t\pi}\;\frac{\sum_bA_b\kappa_bG_b}{\sum_bA_b\sqrt{\kappa_b}} .$$

For a later jump, linearity allows the same formula with $\Delta G$ to be added to the continuing old solution. If $\kappa$, $\rho$ and $|Z|$ are uniform, the numerator is proportional to $\sum_bA_bj_b$ with outward currents, which vanishes by Kirchhoff's law. Such a junction stays unstressed until diffusion arrives from another node. A contrast in diffusivity generally removes the cancellation, though not if the branch that differs carries no current.

Now apply implicit Euler with step $h$ to a blocked end, keeping $x$ continuous:

$$\sigma_n-\sigma_{n-1}=h\kappa\sigma_n'',\qquad \sigma_n'(0)=-G,\qquad \sigma_0=0,$$

where the subscript now counts steps. Multiply by $z^n$ and sum, with $S(x)=\sum_{n\ge1}\sigma_nz^n$. This gives $(1-z)S=h\kappa S''$ and $S'(0)=-Gz/(1-z)$. The decaying solution has decay rate $\sqrt{(1-z)/(h\kappa)}$, so

$$S(0)=G\sqrt{\kappa h}\;z(1-z)^{-3/2},\qquad
\sigma_n(0)=G\sqrt{\kappa h}\,\frac{\Gamma(n+\frac12)}{\Gamma(\frac32)\Gamma(n)} .$$

Divide by the true value $2G\sqrt{\kappa nh/\pi}$ and use $\Gamma(\frac32)=\sqrt\pi/2$:

$$R_n=\frac{\Gamma(n+\frac12)}{\Gamma(n)\sqrt n},\qquad R_1=\frac{\sqrt\pi}{2}=0.886 .$$

With $x$ continuous, the first step is 11.4% too small whatever its length, provided diffusion has not reached another terminal or junction. On a mesh the step must also be long compared with $d^2/\kappa$. For large $n$, put $g(n)=\Gamma(n+\frac12)/\Gamma(n)=\sqrt n(1+a/n+\dots)$, the form given by Stirling's series. Since $g(n)g(n+\frac12)=n$, the terms of relative order $1/n$ require $2a+\frac14=0$. Thus $a=-\frac18$ and $R_n\simeq1-1/(8n)$.

The absolute error for large $n$ is the deficit times the true response to the jump:

$$\varepsilon_n\simeq\frac1{8n}\,2|\Delta G|\sqrt{\frac{\kappa nh}{\pi}}=\frac{|\Delta G|\sqrt{\kappa h}}{4\sqrt{\pi n}} .$$

At a fixed number of steps it scales as $\sqrt h$. At fixed time $t=nh$ it becomes $|\Delta G|\sqrt\kappa\,h/(4\sqrt{\pi t})$, which is first order. These are the two convergence rates seen at the outset.

On the example mesh with $h=0.25$ h, the computed deficits at terminal A after 1, 4 and 16 steps are 11.5, 3.1 and 0.70%; the law gives 11.4, 3.1 and 0.78%. The difference at 16 steps comes from the junction 30 µm away: if that branch is lengthened to 120 µm, the computed deficit becomes 0.78%.

## Algorithm and cost

```
assemble V, C, H; set sigma = 0
for each interval of constant current, length tau:
    r = V^(-1/2) (f - K sigma)
    gamma = tau/10; factor (1 + gamma H)
    U, T = Lanczos with m solves, started from r,
           orthogonalizing twice against all columns
    diagonalize T: eigenvalues theta, eigenvectors w
    for each output time t <= tau:
        c = w Phi_t(theta) w^T e1
        output sigma + V^(-1/2) |r| U c
    sigma = output at tau
```

If $r=0$, the state is stationary and the interval is skipped. If a Lanczos vector vanishes, the space is already invariant and the iteration stops.

On a tree, elimination from the terminals inward changes just the diagonal entry of the next node. Factorization and each solve therefore cost $O(N)$ for $N$ nodes. Orthogonalization adds $O(m^2N)$ operations and the basis stores $mN$ numbers. Euler avoids both, so equal numbers of solves do not mean equal running times. A closed loop of metal would cause fill-in and needs a suitable elimination order.

Euler is stable for any step length: it multiplies an error mode by $(1+h\lambda)^{-1}\le1$. For the Krylov scheme, the exact evolution multiplies an inherited error by $e^{-\tau H}$, which cannot increase its norm. The total error is thus at most the sum of the errors made in the separate intervals.

## Worked example

All inputs are rough typical values for an accelerated copper test: $T=573$ K, $B=28$ GPa, $\Omega=0.0118$ nm³, $|Z|=1$ and $\rho=4.5$ µΩ cm. Narrow branches have $D=10^{-16}$ m²/s; the trunk is assigned twice that. Hence $\kappa=15.04$ and 30.07 µm²/h, and $|G|=6.110$ MPa/µm per MA/cm².

Terminals A and B join the trunk at J1; C and D join it at J2. Branches A–J1, B–J1, J1–J2, J2–C and J2–D have lengths 30, 20, 40, 25 and 35 µm. The trunk is 0.2 µm wide, the others 0.1 µm, and all are 0.2 µm thick. In that order and direction, the current densities in MA/cm² are:

- 0–20 h: 2, 1, 1.5, 1, 2
- 20–30 h: −1, 2, 0.5, 2, −1
- 30–50 h: 3, −1, 1, 1, 1

Kirchhoff's law fixes the trunk value; initially it is $(0.1\times2+0.1\times1)/0.2=1.5$.

At 0.5 h the square-root law gives for terminal D

$$2\sqrt{0.5/\pi}\times(2\times6.110)\times\sqrt{15.04}=37.8\ \text{MPa},$$

as does the mesh solution. J1 is at −11.7 MPa by both routes. With the trunk's $\kappa$ set equal to the others, the junction stresses at that time fall below $10^{-6}$ MPa.

With $m=16$, the node stresses in MPa are:

| Time | A | B | J1 | J2 | C | D |
|---|---|---|---|---|---|---|
| 20 h | −258 | −155 | −89 | 78 | 145 | 251 |
| 30 h | −68 | −267 | −82 | 64 | 263 | 61 |
| 50 h | −449 | −5 | −91 | 88 | 232 | 206 |

Tension builds where current leaves through a terminal. In the long-time limit every flux on a tree with blocked ends vanishes, so $\partial_x\sigma=-G$. The last currents would then give a difference of $3\times6.110\times30=550$ MPa between J1 and A. At 50 h it is $449-91=358$ MPa, so the tree is still far from steady.

The opening error can now be estimated. At 30 h the current at A jumps by 4 MA/cm², and 16 steps in 20 h give $h=1.25$ h. The true response after one step is

$$2\sqrt{15.04\times1.25/\pi}\times4\times6.110=120\ \text{MPa}.$$

Its 11.4% deficit is 13.6 MPa, close to the observed 13.7 MPa, which indeed occurs in the first step after a jump.

The methods compare as follows, with errors in MPa:

| Solves per interval | Krylov, all steps | Krylov, ends | Euler, all steps | Euler, ends |
|---|---|---|---|---|
| 4 | 14 | 14 | 26 | 18 |
| 8 | 0.11 | 0.11 | 19 | 9.5 |
| 16 | 0.004 | 0.000004 | 14 | 4.8 |

Four Krylov vectors are too few. At $m=16$ the interior times are less accurate than the ends; $\gamma=\tau/10$ suits times comparable with the whole interval. At $m=16$, halving $\gamma$ improves the early times (0.004 to 0.0006 MPa at $t=\tau/16$) but worsens the ends about tenfold. In smaller spaces the gain is not assured: at $m=8$ the error at $\tau/16$ rises from 0.26 to 0.57 MPa and the end error from 0.11 to 1.1 MPa. Output sooner after a jump than the first of the 16 times can be much less accurate: the error reaches about 0.8 MPa near $t=4\times10^{-4}\tau$, before vanishing as $t\to0$. Such output calls for more vectors or a short first interval with its own $\gamma$. With 32 vectors the largest early error is 0.06 MPa; with 16 vectors and a separate first interval of $\tau/100$ it is below 0.001 MPa. A continuum solution by numerical Laplace inversion puts the largest spatial error at terminals and junctions at 0.005 MPa at the interval ends, so the last digits gained there by $m=16$ are of no use on this mesh.

## Range of validity

The largest tension with constant $D$ was 263 MPa (276 MPa with the stress-dependent $D$ treated below), under a rough void threshold of 500 MPa; real flaws can lower that threshold, and any initial thermal tension, set to zero here, adds to the peak. Once a void opens at a terminal, its free surface replaces the blocked-end condition there and $H$ must be rebuilt. The compression of 449 MPa also raises the question of extrusion, which the model omits. A current jump inside an interval requires splitting it, and a ramp requires a further integral.

The assumption that matters most among those sized here is constant $D$. If vacancy concentration scales as $e^{\Omega\sigma/kT}$, diffusivity rises by a factor of 1.48 at the peak tension. A nonlinear run with this factor, using an adaptive stiff integrator on a 1 µm mesh, changes the stress at terminal D at 20 h from 251 to 264 MPa and that at terminal A at 50 h from −449 to −414 MPa. These shifts far exceed the Krylov error: the method solves the linear model accurately, but does not make that model equally accurate for a real line.

Joule heating, estimated for a buried cylinder 1 µm above a heat sink in a dielectric of conductivity 0.3 W/(m K), is at most 1.4 K. With an activation energy of 0.9 eV it raises $D$ by 4.5%. At 378 K, with the currents and other parameters held fixed, $\kappa\propto D/T$ slows the evolution about 8000-fold, and 50 h becomes roughly 46 years. This factor depends exponentially on the assumed activation energy.
